# Ideal Saturation of Free Oxygen Vacancies by One-to-One Acceptor Pairing: test program

```python
# RESULT UNDER TEST
# Singly charged acceptors (total c) compensated by doubly charged oxygen
# vacancies, with one-to-one pairs of charge +1, have free vacancies
#   v = K c / (c/2 + K + sqrt((c/2 + K)^2 + 2 K c)),
# which tends to the dissociation constant K when c >> K.
# a, v, p: free acceptors, free vacancies, pairs; K = a v / p.
# K = (oxygen site density / z) exp(-binding energy / kT), z = sites per acceptor.
# Concentrations in cm^-3, lengths in nm, energies in eV unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gammaln

# ---------- rough input parameters, regime of lightly doped ceria ----------
lattice_nm = 0.54
binding_eV = 0.60
temperature_K = 600.0
permittivity = 25.0
migration_eV = 0.65
attempt_Hz = 1e13
reduction_eV = 4.7          # enthalpy of forming one vacancy and two polarons
reduction_entropy_k = 10.0  # its entropy in units of Boltzmann's constant
oxygen_Torr = 160.0
dopings = [1e16, 1e17, 1e18, 1e19]
main_doping = 1e18

kT = const.k * temperature_K / const.e
reduced_binding = binding_eV / kT
cation_sites = 4 / (lattice_nm * 1e-7) ** 3
oxygen_sites = 2 * cation_sites

# ---------- fluorite geometry, lengths in lattice constants ----------
odd = np.arange(-11, 12, 2)
anions = np.array([(i, j, k) for i in odd for j in odd for k in odd]) / 4
anion_r = np.linalg.norm(anions, axis=1)
shell = anions[anion_r < 0.5]
z = len(shell)
ints = range(-3, 4)
cations = np.array([(i, j, k) for i in ints for j in ints for k in ints
                    if (i + j + k) % 2 == 0 and (i, j, k) != (0, 0, 0)]) / 2
gaps = np.linalg.norm(cations[:, None, :] - shell[None, :, :], axis=2)
sharing_cations = int(np.sum(gaps.min(axis=1) < 0.5))
assert z == 8 and sharing_cations == 12

K = oxygen_sites / z * np.exp(-reduced_binding)


def ideal_free(c, k_diss):
    """Derived closed form for the free-vacancy concentration."""
    half = c / 2
    return k_diss * c / (half + k_diss + np.sqrt((half + k_diss) ** 2
                                                 + 2 * k_diss * c))


# ---------- exact canonical sum over the number of bound vacancies ----------
box_sites = 4e9
box_volume = box_sites / oxygen_sites


def log_binomial(n, k):
    return gammaln(n + 1) - gammaln(k + 1) - gammaln(n - k + 1)


def lattice_free(c, binding_over_kT):
    """Return actual doping and mean free-vacancy concentration in the box."""
    vacancies = int(round(c * box_volume / 2))
    acceptors = 2 * vacancies
    bound = np.arange(vacancies + 1)
    far_sites = box_sites - z * acceptors
    log_weight = (log_binomial(acceptors, bound)
                  + log_binomial(far_sites, vacancies - bound)
                  + bound * (np.log(z) + binding_over_kT))
    weight = np.exp(log_weight - log_weight.max())
    mean_free = np.sum((vacancies - bound) * weight) / np.sum(weight)
    return acceptors / box_volume, mean_free / box_volume


lattice_results = []
for c in dopings:
    actual_c, v_sum = lattice_free(c, reduced_binding)
    # tolerance: blocked sites and finite particle number, both below 0.3 %
    assert abs(v_sum / ideal_free(actual_c, K) - 1) < 3e-3
    lattice_results.append(v_sum)
assert abs(lattice_results[-1] / K - 1) < 0.03

# ---------- inverse law and approach to the plateau ----------
needed = {}
for fraction in (0.5, 0.9):
    root = brentq(lambda x: ideal_free(x, 1.0) - fraction, 1e-6, 1e6)
    assert abs(root / (2 * fraction * (1 + fraction) / (1 - fraction)) - 1) < 1e-8
    needed[fraction] = root
assert abs(ideal_free(1e3, 1.0) - (1 - 4e-3 + 24e-6)) < 1e-6
assert abs(ideal_free(1e-4, 1.0) / 0.5e-4 - 1) < 1e-3

# ---------- sensitivities against differences of the canonical sum ----------
half = main_doping / 2
v_main = ideal_free(main_doping, K)
slope_K = 1 / (1 + 2 * half * v_main / (half ** 2 - v_main ** 2))
step = 0.1
v_strong = lattice_free(main_doping, reduced_binding + step)[1]
v_weak = lattice_free(main_doping, reduced_binding - step)[1]
slope_sum = -np.log(v_strong / v_weak) / (2 * step)
assert abs(slope_sum - slope_K) < 5e-3
c_hi, v_hi = lattice_free(main_doping * 1.1, reduced_binding)
c_lo, v_lo = lattice_free(main_doping / 1.1, reduced_binding)
slope_c = np.log(v_hi / v_lo) / np.log(c_hi / c_lo)
assert abs(slope_c - (1 - slope_K)) < 5e-3


# ---------- scope: free-energy minimization, concentrations in units of K ----
def mixing(x):
    return x * np.log(x) - x


def with_neutral_triples(c, k_triple):
    """Pairs plus neutral acceptor-vacancy-acceptor complexes."""
    def free_energy(logs):
        v, p = np.exp(logs)
        triples = c / 2 - v - p
        if triples <= 0:
            return 1e30
        a = 2 * v + p
        return (mixing(v) + mixing(a) + mixing(p) + mixing(triples)
                + triples * np.log(k_triple))
    found = minimize(free_energy, np.log([0.5, c / 20]), method="Nelder-Mead",
                     options={"xatol": 1e-6, "fatol": 1e-9, "maxiter": 4000})
    assert found.success
    return np.exp(found.x)


triple_constant = 10.0
triple_v = {}
for c in (1e2, 1e4):
    v, p = with_neutral_triples(c, triple_constant)
    a = 2 * v + p
    assert abs(v - a / (a + 2)) < 1e-3
    assert v < ideal_free(c, 1.0)
    triple_v[c] = v
assert triple_v[1e2] < triple_v[1e4] and abs(triple_v[1e4] - 1) < 0.015

double_v = {}
for c in (1e2, 1e4):
    found = minimize_scalar(lambda v: 2 * mixing(v) + mixing(c - v),
                            bounds=(1e-3, c - 1e-3), method="bounded",
                            options={"xatol": 1e-8})
    double_v[c] = found.x
    assert abs(found.x / ((-1 + np.sqrt(1 + 4 * c)) / 2) - 1) < 1e-3
assert abs(double_v[1e4] / 100 - 1) < 0.01

c_red, n_red = 1e4, 2e3
found = minimize_scalar(lambda v: mixing(v) + mixing((c_red - n_red) / 2 + v)
                        + mixing((c_red + n_red) / 2 - v),
                        bounds=(1e-3, 50), method="bounded",
                        options={"xatol": 1e-8})
polaron_v = found.x
assert abs(polaron_v / ((c_red + n_red) / (c_red - n_red)) - 1) < 2e-3

# ---------- neglected effects for the example ----------
bjerrum_nm = const.e ** 2 / (4 * np.pi * const.epsilon_0 * permittivity
                             * const.k * temperature_K) * 1e9


def screened(c):
    """Self-consistent Debye-Hueckel dissociation constant."""
    k_eff = K
    for _ in range(300):
        v = ideal_free(c, k_eff)
        charge_sum = (c / 2 + v) + (c / 2 - v) + 4 * v
        debye = 1 / np.sqrt(4 * np.pi * bjerrum_nm * charge_sum * 1e-21)
        k_new = K * np.exp(2 * bjerrum_nm / (debye + bjerrum_nm))
        change = abs(k_new / k_eff - 1)
        k_eff = k_new
    assert change < 1e-10
    return debye, k_eff, ideal_free(c, k_eff)


debye_main, K_main, v_screened_main = screened(main_doping)
# screening cloud outside closest approach d: unit charge, centre potential
d = bjerrum_nm
shape = lambda r: (np.exp(-(r - d) / debye_main)
                   / (debye_main ** 2 * (1 + d / debye_main)))
far = d + 60 * debye_main
assert abs(quad(lambda r: r * shape(r), d, far)[0] - 1) < 1e-6
assert abs(quad(shape, d, far)[0] * (debye_main + d) - 1) < 1e-6

r_nm = anion_r * lattice_nm
assert bjerrum_nm < 2.75 * lattice_nm
loose = (anion_r > 0.5) & (r_nm < bjerrum_nm)
loose_weight = np.sum(np.exp(2 * bjerrum_nm / r_nm[loose]))


def loose_ratio(c):
    """Vacancies loosely held within the Bjerrum length, per free vacancy."""
    return (c / 2 + ideal_free(c, K)) / oxygen_sites * loose_weight


separations = np.linalg.norm(shell[1:] - shell[0], axis=1) * lattice_nm
second_vacancy = (v_main / K) / (2 * z) * np.sum(
    np.exp(-4 * bjerrum_nm / separations))
blocked = z * main_doping / oxygen_sites
shared = sharing_cations * main_doping / cation_sites
bar_in_Torr = const.bar / const.torr
polarons = np.sqrt(cation_sites ** 2 * oxygen_sites
                   * np.exp(reduction_entropy_k - reduction_eV / kT)
                   / (v_main * np.sqrt(oxygen_Torr / bar_in_Torr)))
assert polarons < 1e-3 * main_doping

hop_rate = attempt_Hz * np.exp(-migration_eV / kT)
diffusion = hop_rate * (lattice_nm * 1e-7 / 2) ** 2
mobility = 2 * diffusion / kT
conductivity = 2 * const.e * mobility * v_main
release_time = 1 / (attempt_Hz * np.exp(-(migration_eV + binding_eV) / kT))

# ---------- output ----------
print(f"lattice constant {lattice_nm:.2f} nm; binding energy {binding_eV:.2f} eV")
print(f"temperature {temperature_K:.0f} K; kT = {kT:.5f} eV")
print(f"relative permittivity {permittivity:.0f}; migration {migration_eV:.2f} eV")
print(f"attempt frequency {attempt_Hz:.0e} Hz")
print(f"cation sites {cation_sites:.3e} cm^-3; oxygen sites {oxygen_sites:.3e} cm^-3")
print(f"oxygen sites next to an acceptor z = {z}")
print(f"binding energy / kT = {reduced_binding:.3f}")
print(f"dissociation constant K = {K:.3e} cm^-3")
print("doping, free v (formula), free v (lattice sum) [cm^-3], v/K, 2v/c:")
for c, v_sum in zip(dopings, lattice_results):
    v = ideal_free(c, K)
    print(f"  {c:.0e}  {v:.3e}  {v_sum:.3e}  {v / K:.4f}  {2 * v / c:.4f}")
print(f"doping for v = K/2: {needed[0.5]:.2f} K = {needed[0.5] * K:.2e} cm^-3")
print(f"doping for v = 0.9 K: {needed[0.9]:.2f} K = {needed[0.9] * K:.2e} cm^-3")
print(f"main case: doping {main_doping:.0e} cm^-3, c/K = {main_doping / K:.2f}")
print(f"  free acceptors {half + v_main:.3e}, pairs {half - v_main:.3e} cm^-3")
print(f"  d ln v/d ln K: formula {slope_K:.4f}, lattice sum {slope_sum:.4f}")
print(f"  d ln v/d ln c: formula {1 - slope_K:.4f}, lattice sum {slope_c:.4f}")
print(f"  association part of activation energy {slope_K * binding_eV:.3f} eV")
print(f"  vacancy mobility {mobility:.2e} cm2/Vs")
print(f"  ionic conductivity {conductivity:.2e} S/cm")
print(f"neutral triples, triple constant {triple_constant:.0f} K:")
for c in (1e2, 1e4):
    print(f"  c = {c:.0e} K: v/K = {triple_v[c]:.4f}; "
          f"pairs only {ideal_free(c, 1.0):.4f}")
print(f"doubly charged acceptors: v/K = {double_v[1e2]:.2f} at c = 1e2 K, "
      f"{double_v[1e4]:.2f} at 1e4 K")
print(f"polarons n = {n_red / c_red:.1f} c at c = {c_red:.0e} K: "
      f"v/K = {polaron_v:.4f}")
print(f"Bjerrum length {bjerrum_nm:.3f} nm")
print("doping [cm^-3], Debye length [nm], K_eff/K, screened v [cm^-3], loose/free:")
for c in dopings:
    debye, k_eff, v_scr = screened(c)
    print(f"  {c:.0e}  {debye:.2f}  {k_eff / K:.3f}  {v_scr:.3e}  "
          f"{loose_ratio(c):.4f}")
print("other neglected effects in the main case:")
print(f"  fraction of oxygen sites next to acceptors {blocked:.2e}")
print(f"  chance that an acceptor shares an oxygen neighbour {shared:.2e}")
print(f"  acceptors with two vacancies per pair {second_vacancy:.2e}")
print(f"  reduction enthalpy {reduction_eV:.1f} eV, entropy "
      f"{reduction_entropy_k:.0f} k, oxygen {oxygen_Torr:.0f} Torr")
print(f"  polaron concentration {polarons:.1e} cm^-3")
print(f"  pair dissociation time {release_time:.1e} s")
print("all good")
```

Running it gives:

```
lattice constant 0.54 nm; binding energy 0.60 eV
temperature 600 K; kT = 0.05170 eV
relative permittivity 25; migration 0.65 eV
attempt frequency 1e+13 Hz
cation sites 2.540e+22 cm^-3; oxygen sites 5.081e+22 cm^-3
oxygen sites next to an acceptor z = 8
binding energy / kT = 11.605
dissociation constant K = 5.795e+16 cm^-3
doping, free v (formula), free v (lattice sum) [cm^-3], v/K, 2v/c:
  1e+16  4.308e+15  4.311e+15  0.0743  0.8616
  1e+17  2.225e+16  2.225e+16  0.3840  0.4451
  1e+18  4.783e+16  4.782e+16  0.8254  0.0957
  1e+19  5.665e+16  5.656e+16  0.9776  0.0113
doping for v = K/2: 3.00 K = 1.74e+17 cm^-3
doping for v = 0.9 K: 34.20 K = 1.98e+18 cm^-3
main case: doping 1e+18 cm^-3, c/K = 17.26
  free acceptors 5.478e+17, pairs 4.522e+17 cm^-3
  d ln v/d ln K: formula 0.8382, lattice sum 0.8381
  d ln v/d ln c: formula 0.1618, lattice sum 0.1618
  association part of activation energy 0.503 eV
  vacancy mobility 9.78e-07 cm2/Vs
  ionic conductivity 1.50e-08 S/cm
neutral triples, triple constant 10 K:
  c = 1e+02 K: v/K = 0.9040; pairs only 0.9622
  c = 1e+04 K: v/K = 0.9910; pairs only 0.9996
doubly charged acceptors: v/K = 9.51 at c = 1e2 K, 99.50 at 1e4 K
polarons n = 0.2 c at c = 1e+04 K: v/K = 1.4991
Bjerrum length 1.114 nm
doping [cm^-3], Debye length [nm], K_eff/K, screened v [cm^-3], loose/free:
  1e+16  51.13  1.044  4.332e+15  0.0014
  1e+17  19.21  1.116  2.342e+16  0.0109
  1e+18  7.60  1.291  5.903e+16  0.0826
  1e+19  2.62  1.816  1.011e+17  0.7627
other neglected effects in the main case:
  fraction of oxygen sites next to acceptors 1.57e-04
  chance that an acceptor shares an oxygen neighbour 4.72e-04
  acceptors with two vacancies per pair 5.09e-06
  reduction enthalpy 4.7 eV, entropy 10 k, oxygen 160 Torr
  polaron concentration 1.0e+08 cm^-3
  pair dissociation time 3.2e-03 s
all good
```
